# The Localized Pseudopotential at a Trial Node and Population Explosions

## I. The pole of the localized potential

### Definitions and conventions

Hartree atomic units are used, so \(\hbar=m_e=1\). A point \(R=(\mathbf r_1,\dots,\mathbf r_n)\) collects the positions of \(n\) electrons. The Hamiltonian is

\[
H=-\tfrac12\nabla^2+V_{\rm loc}(R)+V_{\rm NL},
\]

where \(\nabla\) is the gradient in all \(3n\) coordinates, \(V_{\rm loc}\) is an ordinary function, and \(V_{\rm NL}\) is the nonlocal part of an effective core potential. For one core at the origin,

\[
(V_{\rm NL}\Psi)(R)=\sum_{i}\sum_l v_l(r_i)\,\frac{2l+1}{4\pi}\int d\Omega'\,P_l(\cos\gamma_i)\,\Psi(\dots,r_i\hat\Omega',\dots).
\]

Here \(\gamma_i\) is the angle between \(\mathbf r_i\) and the unit vector \(\hat\Omega'\), and \(P_l\) is a Legendre polynomial. Electron \(i\) is moved over the sphere of its own radius while the others stay in place.

The trial function \(\Psi_T\) is real, and its node is the set where \(\Psi_T=0\). The locality approximation of diffusion Monte Carlo (DMC) replaces the operator \(V_{\rm NL}\) by the function

\[
V_L(R)=\frac{N(R)}{\Psi_T(R)},\qquad N(R)=(V_{\rm NL}\Psi_T)(R).
\]

A node point \(R_0\) is called regular if \(g=|\nabla\Psi_T(R_0)|>0\), and if near \(R_0\) the function \(\Psi_T\) has three continuous derivatives and \(N\) has two. This excludes, for example, particle coalescences at which \(\Psi_T\) has a cusp. The unit normal is \(\mathbf n=\nabla\Psi_T(R_0)/g\). The signed distance \(s\) along it is positive where \(\Psi_T>0\).

### Theorem 1: a pole with opposite signs on the two sides

Let \(R_0\) be a regular node point and let \(N_0=N(R_0)\). Then, as \(s\to0\),

\[
V_L(R_0+s\mathbf n)=\frac{\kappa}{s}+\beta_0+O(s),\qquad \kappa=\frac{N_0}{g}.
\]

If \(N_0\ne0\), the potential tends to \(+\infty\) on one side of the node and to \(-\infty\) on the other. If \(N_0=0\), it has a finite limit along the normal.

**Proof.** Let \(q\) be the second derivative of \(\Psi_T\) along \(\mathbf n\) at \(R_0\), and \(N_1\) the first derivative of \(N\). Since \(\Psi_T(R_0)=0\), Taylor's theorem gives

\[
\Psi_T=gs+\tfrac12qs^2+O(s^3),\qquad N=N_0+N_1s+O(s^2).
\]

Taking \(gs\) out of the denominator and using \(1/(1+x)=1-x+O(x^2)\),

\[
\frac1{\Psi_T}=\frac1{gs}\,\frac1{1+qs/(2g)+O(s^2)}
=\frac1{gs}\left[1-\frac{qs}{2g}+O(s^2)\right].
\]

Multiplication by \(N\) yields

\[
V_L=\frac{N_0}{gs}+\left[\frac{N_1}{g}-\frac{N_0q}{2g^2}\right]+O(s).
\]

The bracket is \(\beta_0\). For \(N_0\ne0\) the first term dominates at small \(|s|\), and it is odd in \(s\). For \(N_0=0\) the limit is \(N_1/g\). ∎

**Remark: why the numerator can survive.** A local potential multiplies \(\Psi_T\), so \(V_{\rm loc}\Psi_T\) vanishes on the node wherever \(V_{\rm loc}\) is finite. The nonlocal operator samples \(\Psi_T\) at rotated positions, which generally lie off the node. Its result can be nonzero at a point where \(\Psi_T\) itself is zero. The attractive side is the one on which \(N\) and \(\Psi_T\) have opposite signs.

**Remark: sign and exchange.** Replacing \(\Psi_T\) by \(-\Psi_T\) reverses \(N_0\), \(\mathbf n\) and \(s\). Both \(\kappa\) and \(s\) change sign at a fixed physical point, and \(\kappa/s\) is unchanged.

Now let \(P\) exchange two electrons of the same spin. Then \(\Psi_T(PR)=-\Psi_T(R)\), and \(N(PR)=-N(R)\) because \(V_{\rm NL}\) treats the electrons alike. The gradient has the same length at \(R_0\) and \(PR_0\), so \(\kappa(PR_0)=-\kappa(R_0)\). If attraction occurs at \(R_0\) where \(\Psi_T<0\), it occurs at \(PR_0\) where \(\Psi_T>0\). Once some regular node point has \(\kappa\ne0\), neither sign of \(\Psi_T\) is therefore free of attractive regions.

### Lemma 1: branching uses the local energy

In imaginary time \(t\), the fixed-node function \(\Phi\) of the localized problem obeys

\[
\partial_t\Phi=\tfrac12\nabla^2\Phi-(V_{\rm loc}+V_L-E_T)\Phi,
\]

where \(E_T\) is an energy offset. The density \(f=\Psi_T\Phi\) then obeys

\[
\partial_t f=\tfrac12\nabla^2f-\nabla\!\cdot(f\mathbf F)-(E_L-E_T)f,
\quad \mathbf F=\frac{\nabla\Psi_T}{\Psi_T},\quad E_L=\frac{H\Psi_T}{\Psi_T}.
\]

**Proof.** Put \(\Phi=f/\Psi_T\). Differentiating twice and multiplying by \(\Psi_T\),

\[
\Psi_T\nabla^2\Phi=\nabla^2f-2\mathbf F\cdot\nabla f-f\frac{\nabla^2\Psi_T}{\Psi_T}+2fF^2.
\]

Since \(\nabla\cdot\mathbf F=\nabla^2\Psi_T/\Psi_T-F^2\),

\[
2\nabla\cdot(f\mathbf F)=2\mathbf F\cdot\nabla f+2f\frac{\nabla^2\Psi_T}{\Psi_T}-2fF^2.
\]

Adding the two equations gives

\[
\Psi_T\nabla^2\Phi=\nabla^2f-2\nabla\cdot(f\mathbf F)+f\,\frac{\nabla^2\Psi_T}{\Psi_T}.
\]

Half of the last term joins the potentials. The factor multiplying \(-f\) is then

\[
-\tfrac12\frac{\nabla^2\Psi_T}{\Psi_T}+V_{\rm loc}+V_L-E_T=E_L-E_T,
\]

because \(V_L\Psi_T=V_{\rm NL}\Psi_T\) by definition. ∎

The first two terms of the equation for \(f\) describe diffusion and drift. The third changes the number of walkers. At a regular node point where \(V_{\rm loc}\) is finite, the expansion of Theorem 1 applied to \(H\Psi_T/\Psi_T\) gives a pole \(\lambda/s\) with

\[
\lambda=\frac{(H\Psi_T)(R_0)}{g}=\kappa-\frac{\nabla^2\Psi_T(R_0)}{2g}.
\]

The kinetic term can add to the pole of \(V_L\) or cancel it. If \(H\Psi_T=E\Psi_T\), then \(H\Psi_T\) vanishes on the node and \(\lambda=0\), even when \(\kappa\ne0\). A pole in \(V_L\) therefore affects branching to the extent that it survives in \(\lambda\).

### A model in which the nonlocal term alone makes the pole

Take two non-interacting electrons of the same spin in a harmonic well, with \(V_{\rm loc}=\frac12\omega^2(r_1^2+r_2^2)\). Add one nonlocal channel, \(l=0\), with \(v(r)=v_0e^{-r^2/a^2}\) and \(v_0>0\). The trial function is the determinant of the lowest s orbital and the \(p_z\) orbital of the well:

\[
\Psi_T=(z_2-z_1)G,\qquad G=e^{-\omega(r_1^2+r_2^2)/2}.
\]

Its node is the plane \(z_1=z_2\). The vector \(\nabla(z_2-z_1)\) has length \(\sqrt2\), so the signed distance to the node is \(s=(z_2-z_1)/\sqrt2\).

**Lemma 2.** Write \(v_i=v(r_i)\), and let \(z_0\) be the common height of the electrons at a node point. Then

\[
V_L=\frac{v_1z_2-v_2z_1}{z_2-z_1},\qquad
\kappa=\frac{z_0(v_1-v_2)}{\sqrt2},
\]
\[
\beta_0=(v_1+v_2)\left(\frac12+\frac{z_0^2}{a^2}\right),\qquad E_L=4\omega+V_L,
\]

with \(v_1,v_2\) in \(\kappa\) and \(\beta_0\) taken at the node point.

**Proof.** The \(l=0\) projector averages over a sphere. Averaging over the directions of electron 1 leaves \(G\) unchanged and removes \(z_1\), so \(\Psi_T\) becomes \(z_2G\). For electron 2 the result is \(-z_1G\). Hence \(N=(v_1z_2-v_2z_1)G\), and division by \(\Psi_T\) gives \(V_L\).

Define \(M(s)=v_1z_2-v_2z_1\) along the normal, so that \(V_L=M(s)/(\sqrt2s)\). At the node \(M(0)=z_0(v_1-v_2)\), which gives \(\kappa=M(0)/\sqrt2\).

For \(\beta_0\), note that \(dz_1/ds=-1/\sqrt2\) and \(dz_2/ds=1/\sqrt2\). Therefore \(dr_1^2/ds=-\sqrt2z_1\) and \(dr_2^2/ds=\sqrt2z_2\), and the Gaussian channel obeys

\[
\frac{dv_1}{ds}=\frac{\sqrt2z_1v_1}{a^2},\qquad
\frac{dv_2}{ds}=-\frac{\sqrt2z_2v_2}{a^2}.
\]

The product rule gives

\[
M'(s)=(v_1+v_2)\left(\frac1{\sqrt2}+\frac{\sqrt2z_1z_2}{a^2}\right).
\]

Setting \(s=0\) and dividing by \(\sqrt2\) gives \(\beta_0\).

For the local energy let \(u=z_2-z_1\). From \(\nabla G=-\omega RG\) and \(R\cdot\nabla u=u\),

\[
\nabla^2(uG)=2\nabla u\cdot\nabla G+u\nabla^2G
=\left[-2\omega+\omega^2R^2-6\omega\right]uG.
\]

Thus \(-\frac12\nabla^2\Psi_T/\Psi_T=4\omega-\frac12\omega^2R^2\). The well potential cancels the quadratic term and leaves \(4\omega\). ∎

In this model \(\lambda=\kappa\). The pole is absent where \(z_0=0\) or \(r_1=r_2\). In the second case the two channel strengths are equal, and the potential approaches \(v(1+2z_0^2/a^2)\), where \(v\) is their common value.

### Values at one node point

Let \(\omega=1\) hartree, \(v_0=5\) hartree and \(a=1\) bohr. At \(\mathbf r_1=(0,0,0.5)\) bohr and \(\mathbf r_2=(1,0,0.5)\) bohr, the squared radii are 0.25 and 1.25 bohr². The channel strengths are \(v_1=3.894\) and \(v_2=1.433\) hartree. Hence

\[
\kappa=\frac{0.5\,(3.894-1.433)}{\sqrt2}=0.870\ \text{hartree bohr},
\]

or 12.5 eV Å. The regular term is \(\beta_0=(3.894+1.433)(0.5+0.25)=3.995\) hartree. The potential on both sides, in hartree, is:

| \(\lvert s\rvert\) (bohr) | \(V_L(+\lvert s\rvert)\) | \(V_L(-\lvert s\rvert)\) | \(\kappa/\lvert s\rvert\) |
|---|---:|---:|---:|
| 0.100 | 12.75 | −4.78 | 8.70 |
| 0.010 | 91.03 | −83.04 | 87.03 |
| 0.001 | 874.26 | −866.27 | 870.26 |

The magnitudes on the two sides differ because \(\beta_0\) does not change sign. At 0.001 bohr, half the sum of the two potentials is \((874.26-866.27)/2=3.995\) hartree, in agreement with \(\beta_0\).

At \(\mathbf r_1=(1,0,0.5)\) and \(\mathbf r_2=(0,1,0.5)\) bohr the radii are equal. The limit is \(1.4325(1+0.5)=2.149\) hartree, and the potential 0.0001 bohr from the node has this value on either side.

The pole does not depend on having a closed form. Multiply \(\Psi_T\) by \(\exp[b r_{12}/(1+r_{12})]\), with \(r_{12}\) in bohr and \(b=0.5\). This factor is positive and leaves the node in place, but it changes the spherical averages. At the first node point, numerical integration over the spheres gives \(\kappa=0.877\) hartree bohr.

## II. Branching on the attractive side

### Symbols and results carried over

The signed distance to the node of \(\Psi_T\) is \(s\). Near a regular node point the localized potential is \(V_L=\kappa/s+\beta_0+O(s)\), and the local energy \(E_L=H\Psi_T/\Psi_T\) has the pole \(\lambda/s\). DMC changes the number of walkers at the rate \(-(E_L-E_T)\).

The model has two same-spin electrons with \(\Psi_T=(z_2-z_1)e^{-\omega(r_1^2+r_2^2)/2}\) and \(s=(z_2-z_1)/\sqrt2\). Its nonlocal s channel is \(v(r)=v_0e^{-r^2/a^2}\), with \(v_i=v(r_i)\). There \(V_L=(v_1z_2-v_2z_1)/(z_2-z_1)\), \(E_L=4\omega+V_L\) and \(\lambda=\kappa=z_0(v_1-v_2)/\sqrt2\), where \(z_0\) is the common height at the node. The parameters are \(\omega=1\) hartree, \(v_0=5\) hartree and \(a=1\) bohr. The reference node point has \(\kappa=0.870\) hartree bohr.

### The sampling assumption

Walkers are taken to have the normalized density \(\Psi_T^2\) when their branching factor is evaluated. This density is stationary under drift and diffusion: for \(f=\Psi_T^2\) one has \(\nabla f=2f\mathbf F\), with \(\mathbf F=\nabla\Psi_T/\Psi_T\), so \(\frac12\nabla^2f-\nabla\cdot(f\mathbf F)=0\). At a finite time step \(\tau\), an accept-reject test that enforces detailed balance keeps it stationary. Branching itself changes the density, so the probabilities below describe a factor evaluated before that feedback. Near a regular node point the density is proportional to \(s^2\).

### Lemma 3: the tail of the potential

In the model, as \(L\to\infty\),

\[
P(-V_L>L)\sim\frac{C}{L^3},\qquad
C=\frac{2\omega^{3/2}}{3\sqrt\pi}\,\langle|\kappa|^3\rangle .
\]

The average is over node points, with the five coordinates other than \(s\) drawn from independent Gaussians of variance \(1/(2\omega)\).

**Proof.** Use \(s\) and \(Z=(z_1+z_2)/\sqrt2\) in place of \(z_1,z_2\). This is a rotation, so \(z_1^2+z_2^2=s^2+Z^2\), and \(\Psi_T^2\) factorizes. Since \(\int s^2e^{-\omega s^2}ds=\sqrt\pi/(2\omega^{3/2})\) over the real line, \(s\) has the density

\[
p(s)=\frac{2\omega^{3/2}}{\sqrt\pi}\,s^2e^{-\omega s^2}.
\]

Insert \(z_2=z_1+\sqrt2s\) in the first term of \(v_1z_2-v_2z_1\), and \(z_1=z_2-\sqrt2s\) in the second. Then

\[
V_L=v_1+v_2+\frac{v_1z_1-v_2z_2}{\sqrt2\,s}.
\]

The largest value of \(|z|e^{-z^2/a^2}\) is \(a/\sqrt{2e}\), reached at \(|z|=a/\sqrt2\). Because \(v_1+v_2>0\),

\[
V_L\ge-\frac{K}{|s|},\qquad K=\frac{v_0a}{\sqrt e}.
\]

Values below \(-L\) therefore require \(|s|<K/L\).

For \(|s|\le a\), the difference \(V_L-\kappa/s\) is bounded by a constant \(B\). By the mean value theorem it equals \(1/\sqrt2\) times the derivative of \(v_1z_2-v_2z_1\) at some intermediate distance. That derivative is \((v_1+v_2)(1/\sqrt2+\sqrt2z_1z_2/a^2)\), and the Gaussians \(v_1,v_2\) bound the products with \(z_1z_2\), since \(z_1\) and \(z_2\) differ by at most \(\sqrt2a\).

Fix the other coordinates. For \(L>B\), the repulsive side cannot contribute. On the attractive side the event includes \(|s|<|\kappa|/(L+B)\) and lies within \(|s|<|\kappa|/(L-B)\). At these distances \(e^{-\omega s^2}\to1\), so both limits give

\[
\frac{2\omega^{3/2}}{\sqrt\pi}\int_0^{|\kappa|/L}s^2ds
=\frac{2\omega^{3/2}}{3\sqrt\pi}\frac{|\kappa|^3}{L^3}
\]

to leading order. As \(|\kappa|\le K\), the average over the remaining coordinates may be taken. ∎

**Remark: finite variance is no protection.** The \(m\)th moment of the attractive part is \(m\int L^{m-1}P(-V_L>L)\,dL\). At large \(L\) the integrand falls as \(L^{m-4}\). The first and second moments are finite, while the third diverges logarithmically.

The mean can be found directly. In \(\int\Psi_TV_{\rm NL}\Psi_T\), the terms odd in \(z_1\) or \(z_2\) vanish, leaving \(z_2^2v_1+z_1^2v_2\). The normalization contains \(z_1^2+z_2^2\). The factors \(\langle z^2\rangle\) cancel, and

\[
\bar V=v_0\left(\frac{\omega}{\omega+1/a^2}\right)^{3/2}
=\frac5{2^{3/2}}=1.768\ \text{hartree}.
\]

Two million independent points drawn from \(\Psi_T^2\) give \(1.768\pm0.001\) hartree and a standard deviation of 1.30 hartree. Neither number reveals the strong tail.

### Theorem 2: a frozen branching factor has infinite mean

Consider the factor

\[
w=e^{-\tau(E_L-E_T)},
\]

evaluated at one configuration and held fixed during the step. Suppose a regular node point has \(\lambda\ne0\), with \(H\Psi_T\) continuous nearby. Under the density \(\Psi_T^2\), the mean of \(w\) is infinite for every \(\tau>0\).

**Proof.** Near the point the node is a smooth surface. Let \(x>0\) be the distance from it on the side where \(H\Psi_T\) and \(\Psi_T\) have opposite signs. In a small neighbourhood \(|H\Psi_T|\ge h>0\), while \(|\Psi_T|\) lies between two positive multiples of \(x\). Hence \(E_L\le-c/x\) for some \(c>0\), and the density is at least a constant times \(x^2\). The mean of \(w\) is therefore at least a positive constant times

\[
\int_0^\delta x^2e^{\tau c/x}dx
\ge\frac{(\tau c)^3}{6}\int_0^\delta\frac{dx}{x}=\infty,
\]

where \(e^y\ge y^3/6\) was used. ∎

**Remark: the size of the divergence.** Stop the integral at \(x=\varepsilon\), and put \(k=\tau c\), \(u=1/x\) and \(U=1/\varepsilon\). One integration by parts gives

\[
\int_\varepsilon^\delta x^2e^{k/x}dx
=\left[\frac{e^{ku}}{ku^4}\right]_{1/\delta}^{U}
+\frac4k\int_{1/\delta}^{U}\frac{e^{ku}}{u^5}du .
\]

The last integral is dominated by \(u\) near \(U\), so its term is smaller than the upper boundary term by a factor of order \(\varepsilon/k\). For \(\varepsilon\ll k\),

\[
\int_\varepsilon^\delta x^2e^{k/x}dx\approx\frac{\varepsilon^4}{k}e^{k/\varepsilon}.
\]

The density supplies the factor \(\varepsilon^2\). The remaining \(\varepsilon^2/k\) is the width of the region near the cutoff over which \(k/x\) changes by one. The exponential outweighs these four powers of \(\varepsilon\).

### From an infinite mean to a population explosion

Let the branching rule make \(\lfloor w+\eta\rfloor\) copies, with \(\eta\) uniform between 0 and 1. Its average over \(\eta\) is \(w\). Theorem 2 then says that the expected population after one such step is infinite. Each realized population is finite, but a rare walker close to the attractive side can produce an enormous number of copies. This is the population explosion of an uncapped, frozen factor. Practical DMC codes usually limit the drift near the node, average \(E_L\) over the two ends of a move and cap \(|E_L-E_T|\). A cap makes the mean finite: with \(|E_L-E_T|\le2/\sqrt\tau\), \(w\le e^{2\sqrt\tau}\), which is 1.56 at \(\tau=0.05\) hartree⁻¹. The numbers below refer to the uncapped frozen factor.

In the model choose \(E_T=4\omega+\bar V\). The condition \(w>W\) means

\[
-V_L>L_W,\qquad L_W=\frac{\ln W}{\tau}-\bar V.
\]

Lemma 3 gives \(P(w>W)\sim C/L_W^3\), which approaches \(C(\tau/\ln W)^3\) as \(W\to\infty\). This falls more slowly than any inverse power of \(W\). At fixed \(W>1\) and small \(\tau\), so that \(\ln W/\tau\) is large, the probability per step scales as \(\tau^3\). The number of steps per unit imaginary time scales as \(1/\tau\), so the event rate scales as \(\tau^2\). A shorter step makes these events rarer without making the mean finite.

Averaging over two million sampled node points gives \(C=0.0531\) hartree³, a value that does not depend on the time step. For \(\tau=0.05\) hartree⁻¹, a factor above ten requires

\[
L_{10}=\frac{2.3026}{0.05}-1.768=44.28\ \text{hartree}.
\]

The leading estimate is \(0.0531/44.28^3=6.1\times10^{-7}\). Sampling the full \(V_L\) in the slab \(|s|<5/L\), with \(L\) in hartree and \(s\) in bohr, gives \(5.0\times10^{-7}\). The slab contains every event because \(K<v_0a\). The sampling noise is about one per cent; numerical quadrature of the same probability gives \(5.06\times10^{-7}\), 17% below the leading estimate. The sign follows from \(\beta_0>0\), which reduces the attractive reach from \(|\kappa|/L\) to about \(|\kappa|/(L+\beta_0)\).

For \(W=10^6\), the threshold is \(L_W=274.5\) hartree and the sampled probability is \(2.5\times10^{-9}\). In \(10^9\) walker steps, such as 1000 walkers for one million steps, the expected numbers are about 500 factors above ten and 2.5 above one million. One of the latter would produce at least a million copies, a thousand times a population of 1000 walkers. Correlation between steps does not alter the expected number under the stated density, but it decides whether a run shows it. With the bare drift \(\nabla\Psi_T/\Psi_T\) and an accept-reject test, the proposed displacement \(\tau/|s|\) overshoots, and the acceptance averaged over configurations with \(w>10\) is only about \(3\times10^{-7}\). By detailed balance such configurations are entered as rarely as they are left. A typical run then sees none of these events, and the mean comes from rare runs with a trapped walker. With the limited drift \(\mathbf F\,(\sqrt{1+2\tau F^2}-1)/(\tau F^2)\) the acceptance near the reference node point is about 0.9, so walkers are not trapped. If \(E_L\) is in addition averaged over the two ends of the move, the probability of \(w>10\) falls to about \(1.8\times10^{-7}\).

### Theorem 3: a one-dimensional attractive pole gives a finite weight in continuous time

For \(c>0\), consider

\[
h=-\frac12\frac{d^2}{ds^2}-\frac cs,\qquad s>0,\quad u(0)=0.
\]

Its lowest energy is \(-c^2/2\). With guiding function \(s\), the mean continuous-time weight is bounded uniformly in the starting distance. For a start at the node it is

\[
m(0,\tau)=1+2c\sqrt{\frac{2\tau}{\pi}}+O(c^2\tau).
\]

**Proof.** For a smooth real \(u\) that vanishes at the node and at infinity, expand the square and integrate the cross term by parts:

\[
0\le\int_0^\infty\left[u'-\left(\frac1s-c\right)u\right]^2ds
=\int_0^\infty\left[u'^2-\frac{2c}{s}u^2+c^2u^2\right]ds.
\]

The two \(u^2/s^2\) terms cancel, and the boundary term vanishes because \(u^2/s\to0\). Half of this inequality is \(\langle u|h|u\rangle\ge-\frac12c^2\langle u|u\rangle\). Equality holds for \(u=se^{-cs}\).

The guiding function \(s\) has drift \(1/s\) and local energy \(-c/s\). A walker follows \(ds=dt/s+dB\), where \(B\) is Brownian motion of variance \(t\). The generator \(\frac12d^2/ds^2+(1/s)d/ds\) is half the radial Laplacian in three dimensions. Thus \(s_t\) is the radius of a three-dimensional Brownian motion. Integrating its equation of motion gives

\[
\int_0^\tau\frac{dt}{s_t}=s_\tau-s_0-B_\tau,\qquad
m(s_0,\tau)=\left\langle e^{c(s_\tau-s_0-B_\tau)}\right\rangle.
\]

If \(\mathbf W_\tau\) is the three-dimensional displacement, \(s_\tau\le s_0+|\mathbf W_\tau|\). The Cauchy–Schwarz inequality gives

\[
m(s_0,\tau)\le\left\langle e^{2c|\mathbf W_\tau|}\right\rangle^{1/2}e^{c^2\tau}<\infty,
\]

since \(\langle e^{-2cB_\tau}\rangle=e^{2c^2\tau}\). The bound is independent of \(s_0\).

At \(s_0=0\), the term linear in \(c\) is \(c\langle s_\tau\rangle\), because \(\langle B_\tau\rangle=0\). The radial Gaussian density gives

\[
\langle s_\tau\rangle=\sqrt{\frac2\pi}\,\tau^{-3/2}\int_0^\infty s^3e^{-s^2/(2\tau)}ds
=2\sqrt{\frac{2\tau}{\pi}},
\]

the integral being \(2\tau^2\). Lengths scale as \(\sqrt\tau\), so the next term is of order \(c^2\tau\). ∎

**Remark: the whole model is bounded below.** Lemma 3 gives \(V_L\ge-K/|s|\). The well potential and the kinetic energy along the other coordinates are non-negative. The first part of Theorem 3 therefore bounds the localized fixed-node Hamiltonian below by \(-K^2/2\). The attraction does not cause collapse.

### Frozen and continuous weights compared

Set \(c=\kappa=0.8703\) hartree bohr and \(\tau=0.05\) hartree⁻¹, and keep the leading potential \(-c/s\), with zero energy offset. The frozen weight is \(e^{\tau c/s_0}\). The continuous weight grows by the generator of the walk plus the rate \(c/s_0\), so \(\partial_\tau m=\frac12m''+m'/s_0+(c/s_0)m\) with \(m=1\) initially. Since \((s_0m)''=s_0m''+2m'\), the function \(U=s_0m\) obeys \(\partial_\tau U=\frac12U''+(c/s_0)U\), with \(U=s_0\) initially and \(U=0\) at the node. An implicit finite-difference solution with spacing 0.0005 bohr gives:

| \(s_0\) (bohr) | Frozen | Continuous |
|---|---:|---:|
| 0.100 | 1.55 | 1.27 |
| 0.010 | 78 | 1.36 |
| 0.001 | \(7.9\times10^{18}\) | 1.37 |

The first-order value at the node is \(1+2(0.870)\sqrt{0.1/\pi}=1.31\). Higher terms raise it, since the exponent \(c\int dt/s_t\) is positive.

The frozen rule replaces \(\int dt/s_t\) by \(\tau/s_0\). A walker starting near the node moves a distance of order \(\sqrt\tau=0.22\) bohr during the step, so it spends little time at its initial distance. The frozen rule omits this escape.

The mean frozen factor shows the same failure. Use the density proportional to \(s^2\) on \(0<s<0.1\) bohr, and omit the contribution below \(\varepsilon\). Numerical integration gives 2.07, 18.3 and \(6.0\times10^{11}\) for \(\varepsilon=0.010\), 0.003 and 0.001 bohr.

### Scope of the connection

Theorem 2 needs \(\lambda\ne0\), not merely \(\kappa\ne0\). If the kinetic pole cancels that of \(V_L\) at every regular node point, so that \(\lambda=0\) at all of them, the local energy has no \(1/s\) pole there and this mechanism is absent. Conversely, a kinetic pole alone produces it even for a purely local Hamiltonian. In the present model the kinetic pole is zero, and the explosion comes from the attractive side of the localized potential combined with a branching factor frozen over a finite step.

All numerical values are calculated from the stated model.
